# The Cahill–Pohl Minimum Thermal Conductivity and Its Classical Limit

## The situation

Heat generated in a chip has to cross electrically insulating layers, many of them amorphous. In such a layer the atomic vibrations carry the heat, and disorder limits how far a vibration travels before it loses its direction. More disorder means shorter paths and a lower conductivity. How low can the conductivity go while it still makes sense to speak of travelling vibrations?

A wave that loses its direction within a small part of one oscillation hardly deserves to be called a wave. The Cahill–Pohl model turns this remark into a number: it gives every vibration a lifetime of half its period. The conductivity then depends only on the density of atoms, the sound speeds and the temperature.

## Assumptions

The solid is isotropic and has $n$ atoms per unit volume. Its vibrations form three branches of sound waves, one longitudinal and two transverse, labelled $i$, with

$$\omega=v_i k .$$

The speeds $v_i$ and the density $n$ do not change with temperature. All branches end at the same wavevector $k_D$, chosen so that the number of modes is right.

The lifetime $\tau$ is the mean time between events that reset a vibration. After a reset, its direction is random and its mean energy is that of equilibrium at the local temperature. Resets occur at random with constant rate $1/\tau$, so free times are exponentially distributed. This convention affects a factor of two, as the next part shows.

## Heat carried by one mode

Let the temperature near $x=0$ be $T(x)=T_0+Gx$, with $G$ small. A mode of frequency $\omega$ has mean thermal energy $U(T)$ and heat capacity $C=dU/dT$. The zero-point energy is left out because it does not depend on $T$ and so carries no net heat.

Consider energy passing $x=0$ at speed $v$, in a direction whose cosine with the $x$ axis is $\mu$. If its last reset lies a distance $s$ back along the ray, it started at $x=-\mu s$ and carries

$$U(T_0-\mu sG)\approx U(T_0)-C\mu sG .$$

For resets at constant rate, the time since the last one is distributed as $e^{-t/\tau}/\tau$. With $s=vt$ and $\ell=v\tau$, the distance has the distribution $e^{-s/\ell}/\ell$, whose mean is $\ell$. The mean energy arriving from direction $\mu$ is therefore $U(T_0)-C\mu\ell G$.

The velocity along $x$ is $v\mu$. For isotropic directions $\mu$ is uniform between $-1$ and $1$, so the mean energy flow per mode is

$$\frac12\int_{-1}^{1}v\mu\,\bigl[U(T_0)-C\mu\ell G\bigr]\,d\mu
=-\frac12\,Cv\ell G\cdot\frac23=-\frac13Cv^2\tau\,G .$$

The first term vanishes because it is odd in $\mu$. The minus sign says that heat flows towards lower temperature. Dividing by the volume gives a heat flux, and comparison with Fourier's law, flux $=-\kappa G$, shows that each mode contributes $\tfrac13Cv^2\tau$ per unit volume to $\kappa$.

If every flight lasted the same time $\tau$ instead, a vibration observed at a random moment would be anywhere in its flight with equal probability. The mean distance back to the last reset would be $\ell/2$, and the conductivity would be halved. "A lifetime of half a period" thus means here a mean free time of half a period, with exponentially distributed free times.

## Counting the modes

In a periodic box of volume $V$ the allowed wavevectors have density $V/(2\pi)^3$. The number per branch inside a sphere of radius $k_D$ must equal the number of atoms $nV$, since $n$ atoms have $3n$ vibrational degrees of freedom and there are three branches:

$$\frac{V}{(2\pi)^3}\,\frac{4\pi k_D^3}{3}=\frac{Vk_D^3}{6\pi^2}=nV
\quad\Rightarrow\quad k_D=(6\pi^2n)^{1/3}.$$

A shell of thickness $dk$ holds $4\pi k^2dk/(2\pi)^3=k^2dk/(2\pi^2)$ modes per volume. With $k=\omega/v_i$ and $dk=d\omega/v_i$, the density of modes in frequency is

$$g_i(\omega)=\frac{\omega^2}{2\pi^2v_i^3},\qquad 0<\omega<v_ik_D .$$

## Heat capacity of a mode

Put $x=\hbar\omega/(k_BT)$; from here on $x$ is this ratio and no longer a position. The thermal energy is $U=\hbar\omega/(e^x-1)$. Since $dx/dT=-x/T$,

$$C=\frac{dU}{dT}=-\frac{\hbar\omega\,e^x}{(e^x-1)^2}\left(-\frac xT\right)
=k_B\frac{x^2e^x}{(e^x-1)^2},$$

where $\hbar\omega/T=k_Bx$ was used. Because $(e^x-1)^2=4e^x\sinh^2(x/2)$, this is also

$$C=k_B\left(\frac{x/2}{\sinh(x/2)}\right)^2 .$$

For $y>0$, $\sinh y>y$, so $C<k_B$. The ratio $y/\sinh y$ falls as $y$ grows, since its derivative has the sign of $\sinh y-y\cosh y$, which is negative because $\tanh y<y$. Raising $T$ lowers $x$, so $C$ rises with temperature towards $k_B$.

## The conductivity integral

The period is $2\pi/\omega$, and half of it is

$$\tau=\frac{\pi}{\omega},\qquad \ell=v_i\tau=\frac{\pi}{k}=\frac{\lambda}{2},$$

with $\lambda$ the wavelength. Summing the contributions of all modes gives

$$\kappa=\sum_i\int_0^{v_ik_D}\frac{\omega^2}{2\pi^2v_i^3}\cdot\frac{v_i^2}{3}\cdot\frac{\pi}{\omega}\,C\,d\omega
=\sum_i\frac{1}{6\pi v_i}\int_0^{v_ik_D}\omega\,C\,d\omega .$$

The lifetime has removed one power of $\omega$ from the mode density.

Now substitute $\omega=k_BTx/\hbar$, so that $\omega\,d\omega=(k_BT/\hbar)^2x\,dx$. The upper limit becomes $\Theta_i/T$, with the Debye temperature of the branch

$$\Theta_i=\frac{\hbar v_ik_D}{k_B}.$$

This definition also gives $k_BT/\hbar=v_ik_DT/\Theta_i$. Hence

$$\kappa=\sum_i\frac{k_B}{6\pi v_i}\,v_i^2k_D^2\left(\frac{T}{\Theta_i}\right)^2J\!\left(\frac{\Theta_i}{T}\right),\qquad
J(u)=\int_0^u\frac{x^3e^x}{(e^x-1)^2}\,dx .$$

One power of $v_i$ remains. The constants combine through $k_D^2=(6\pi^2)^{2/3}n^{2/3}$ and

$$\frac{(6\pi^2)^{2/3}}{6\pi}=6^{-1/3}\pi^{1/3}=\left(\frac{\pi}{6}\right)^{1/3}.$$

The result is the Cahill–Pohl formula

$$\boxed{\;\kappa_{\min}(T)=\left(\frac{\pi}{6}\right)^{1/3}k_Bn^{2/3}\sum_iv_i\left(\frac{T}{\Theta_i}\right)^2\int_0^{\Theta_i/T}\frac{x^3e^x}{(e^x-1)^2}\,dx\;}$$

## The classical limit

When $T$ is well above every $\Theta_i$, $x$ is small over the whole range and $C\to k_B$. The integrand of $J$, which is $x$ times $C/k_B$, tends to $x$, so $J(u)\to u^2/2$. The factor $(T/\Theta_i)^2$ cancels $(\Theta_i/T)^2$:

$$\kappa_\infty=\frac12\left(\frac{\pi}{6}\right)^{1/3}k_Bn^{2/3}\,(v_l+2v_t),$$

with $v_l$ and $v_t$ the longitudinal and transverse speeds. The numerical coefficient is $0.403$.

The limit is constant for two reasons together: the heat capacity of each mode has saturated, and the lifetime $\pi/\omega$ does not depend on temperature. If the lifetimes fell as $1/T$ instead, the classical conductivity would fall as $1/T$ too.

To see how the limit is approached, set $y=x/2$ and expand:

$$\left(\frac{\sinh y}{y}\right)^2=\left(1+\frac{y^2}{6}+\frac{y^4}{120}+\dots\right)^2=1+\frac{y^2}{3}+\frac{2y^4}{45}+\dots$$

The reciprocal is $1-y^2/3+(1/9-2/45)y^4+\dots=1-y^2/3+y^4/15+\dots$, so

$$\frac{C}{k_B}=1-\frac{x^2}{12}+\frac{x^4}{240}-\dots$$

The series converges only for $x<2\pi$, because $C$ has poles at $x=\pm2\pi i$, and a few terms suffice only well inside that range. Multiplying by $x$ and integrating gives $J(u)=u^2/2-u^4/48+u^6/1440-\dots$, and therefore

$$v_i\frac{J(u)}{u^2}=\frac{v_i}{2}\left(1-\frac{u^2}{24}+\frac{u^4}{720}-\dots\right),\qquad u=\frac{\Theta_i}{T}.$$

To first order in this expansion,

$$\kappa_{\min}\approx\kappa_\infty\left[1-\frac{1}{24T^2}\,\frac{\sum_iv_i\Theta_i^2}{\sum_iv_i}\right].$$

The small factor $1/24$ makes the classical value useful even somewhat below the Debye temperatures. Since $C$ rises with $T$ and stays below $k_B$ for every mode, $\kappa_{\min}$ rises with $T$ and stays below $\kappa_\infty$ at every finite temperature.

## Path lengths behind the limit

The shortest mean free path belongs to the cutoff:

$$\ell_D=\frac{\pi}{k_D}=\left(\frac{\pi^3}{6\pi^2n}\right)^{1/3}=\left(\frac{\pi}{6}\right)^{1/3}n^{-1/3}.$$

It is about $0.81$ of the atomic spacing $n^{-1/3}$. The average path over the modes is

$$\langle\ell\rangle=\pi\,\frac{\int_0^{k_D}k^2\,k^{-1}dk}{\int_0^{k_D}k^2dk}=\pi\,\frac{k_D^2/2}{k_D^3/3}=\frac32\,\ell_D .$$

The kinetic formula with $nk_B$ per branch then reads

$$\kappa_\infty=\sum_i\frac13nk_Bv_i\langle\ell\rangle=\frac12nk_B\ell_D\sum_iv_i ,$$

which is the earlier result, because $n\ell_D=(\pi/6)^{1/3}n^{2/3}$.

In the classical limit the contribution of modes below a wavevector $q$ is proportional to $\int_0^qk\,dk$, so their share of $\kappa_\infty$ is $(q/k_D)^2$. Their share of the mode count is $(q/k_D)^3$. Modes below $k_D/2$ are one eighth of all modes and carry one quarter of the heat.

The same rule gives the share of heat carried by modes whose mean free path exceeds the thickness $d>\ell_D$ of a film. These modes have $k<\pi/d$, and their share of the bulk value $\kappa_\infty$ is $(\ell_D/d)^2$. Individual free paths are exponentially distributed, so modes with a shorter mean free path also make some flights longer than $d$. The share $(\ell_D/d)^2$ is therefore not the error made by treating the film as bulk material. Shorter paths that begin close to a surface can be cut off as well, and since they fill a layer about one path length thick, they can change the conduction by a fraction of order $\ell_D/d$.

## The low-temperature limit of the model

For $T\ll\Theta_i$ the upper limit of $J$ may be replaced by infinity. Since $e^x/(e^x-1)^2$ is the derivative of $-1/(e^x-1)$, integration by parts gives

$$J(\infty)=\left[-\frac{x^3}{e^x-1}\right]_0^\infty+3\int_0^\infty\frac{x^2}{e^x-1}\,dx .$$

The bracket vanishes at both ends. Expanding $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ and using $\int_0^\infty x^2e^{-mx}dx=2/m^3$,

$$J(\infty)=3\sum_{m=1}^\infty\frac{2}{m^3}=6\,\zeta(3).$$

With the prefactor $k_B(k_BT/\hbar)^2/(6\pi v_i)$ this becomes

$$\kappa_{\min}\to\frac{\zeta(3)\,k_B^3T^2}{\pi\hbar^2}\sum_i\frac1{v_i}.$$

The density of thermally excited modes grows as $T^3$, while their typical lifetime falls as $1/T$; the product is $T^2$. Slow branches now count most, whereas in the classical limit fast ones do.

This law belongs to the model and does not predict what a glass does when cold. Sound of long wavelength crosses many wavelengths in a real glass, so its lifetime is far longer than half a period and the conductivity lies above the model value.

## A worked example

Take a model glass with round parameters: $n=6\times10^{28}\ \mathrm{m^{-3}}$, $v_l=6000\ \mathrm{m/s}$, $v_t=4000\ \mathrm{m/s}$. Then

$$k_D=(6\pi^2\times6\times10^{28}\ \mathrm{m^{-3}})^{1/3}=1.526\times10^{10}\ \mathrm{m^{-1}},$$

and the Debye temperatures are $\Theta_l=699\ \mathrm K$ and $\Theta_t=466\ \mathrm K$. The atomic spacing is $0.255\ \mathrm{nm}$, the shortest path $\ell_D=0.206\ \mathrm{nm}$, and the mean path $\tfrac32\ell_D=0.309\ \mathrm{nm}$. At the cutoff, half a period lasts $34\ \mathrm{fs}$ for longitudinal and $51\ \mathrm{fs}$ for transverse waves. For a film $10\ \mathrm{nm}$ thick, modes with a mean free path longer than the film thickness carry $(0.206/10)^2\approx4\times10^{-4}$ of $\kappa_\infty$; the change that the surfaces make to the conduction is larger, of order $\ell_D/d\approx0.02$.

The common prefactor is $(\pi/6)^{1/3}k_Bn^{2/3}=1.7055\times10^{-4}\ \mathrm{J/(K\,m^2)}$, so

$$\kappa_\infty=\tfrac12\,(1.7055\times10^{-4})(6000+2\times4000)=1.194\ \mathrm{W/(m\,K)}.$$

At $300\ \mathrm K$ the integral $J$ is evaluated by numerical quadrature. For the longitudinal branch $\Theta_l/T=2.331$ and $J=2.198$; for a transverse branch $\Theta_t/T=1.554$ and $J=1.095$. The contributions, in W/(m K), are

$$\kappa_l=(1.7055\times10^{-4})(6000)\,\frac{2.198}{2.331^2}=0.414,$$

$$\kappa_t=(1.7055\times10^{-4})(4000)\,\frac{1.095}{1.554^2}=0.309 .$$

The total is $0.414+2\times0.309\approx1.03\ \mathrm{W/(m\,K)}$, or 86 % of the classical limit. The same quadrature at other temperatures gives:

| $T$ (K) | $\kappa_{\min}$ (W/(m K)) | $\kappa_{\min}/\kappa_\infty$ |
|---:|---:|---:|
| 10 | 0.0060 | 0.005 |
| 30 | 0.054 | 0.046 |
| 100 | 0.474 | 0.397 |
| 300 | 1.033 | 0.865 |
| 1000 | 1.177 | 0.986 |

From 10 K to 30 K the conductivity grows ninefold, as the $T^2$ law requires. Continued to 100 K, that law would give $0.60\ \mathrm{W/(m\,K)}$, well above the model's $0.474$, because the cutoff has begun to matter.

Solving $\kappa_{\min}(T)=0.9\,\kappa_\infty$ with a numerical root finder gives $T=355\ \mathrm K$, about half of $\Theta_l$. The first-order formula gives $1.009\ \mathrm{W/(m\,K)}$ at 300 K, about 2 % below the full integral. At 1000 K the two agree to within $0.001\ \mathrm{W/(m\,K)}$.

## What kind of minimum this is

Suppose a solid has the Debye modes assumed here, its free times are exponentially distributed, and every lifetime satisfies $\tau\ge\pi/\omega$. Each mode's contribution is positive and proportional to $\tau$, so $\kappa\ge\kappa_{\min}$. In this sense the formula is a lower bound. At least three things can make it fail as a bound in a real material.

First, the criterion is a choice. At $\tau=\pi/\omega$ a wave has $\omega\tau=\pi$, so its frequency and direction are barely defined and the kinetic picture is at the edge of its validity. Taking a full period instead would double $\kappa_{\min}$ at every temperature. The value is therefore an estimate of scale, whatever the number of digits in the arithmetic.

Second, real branches need not be straight. With group velocity $v_g$, a mode contributes in proportion to $Cv_g^2/\omega$. In the classical regime the Debye value of $v_g^2/\omega$ is $v_i/k$. Where a branch flattens enough for $v_g^2/\omega$ to drop below this, the mode carries less than the model assigns to it, and the total can fall below $\kappa_{\min}$.

Third, strong disorder produces vibrations that do not propagate and have no useful wavevector. Heat can still spread through those that extend over many atoms. Energy placed on one atom is shared among many such vibrations, and it can move as their relative phases change, even if each vibration keeps its own energy. The part placed in vibrations localized on a few atoms stays there as long as the forces are harmonic. A velocity and a free path do not describe that transport, and the derivation says nothing about its size.

All numerical values are calculated from the stated model.
